# Zero-field clock transitions of a spin-1 defect with nonzero E

A supercell calculation of a spin-1 defect ends with a zero-field splitting tensor, and a decision follows: is the small rhombic parameter $E$ a number to converge, or may it be set to zero? If the defect is to keep its phase in a magnetic field that fluctuates about zero, the size of $E$ relative to the field noise, both as frequencies, is central. For $E\neq0$ the transition frequencies have no linear dependence on the field at zero field, and their axial curvature is inversely proportional to $|E|$. A small relative error in $E$ therefore becomes an equal relative error, of opposite sign, in the curvature. A spurious $E$, left by a cell or mesh that breaks the symmetry of the site, predicts protection that does not exist as soon as it exceeds a fraction, about a fifth, of that noise.

## Model and conventions

Let the traceless tensor have principal values $D_{xx},D_{yy},D_{zz}$, as frequencies, and define
$$D=\tfrac32D_{zz},\qquad E=\tfrac12(D_{xx}-D_{yy}).$$
Zero trace gives $D_{xx}=-\tfrac12D_{zz}+E$ and $D_{yy}=-\tfrac12D_{zz}-E$. Since $S_x^2+S_y^2=2-S_z^2$ for spin 1,
$$\sum_iD_{ii}S_i^2=D_{zz}S_z^2-\tfrac12D_{zz}(2-S_z^2)+E(S_x^2-S_y^2)=D\left(S_z^2-\tfrac23\right)+E(S_x^2-S_y^2).$$
With a magnetic field added, the Hamiltonian divided by Planck's constant is
$$H=D\left(S_z^2-\tfrac23\right)+E(S_x^2-S_y^2)+\gamma\,\mathbf B\cdot\mathbf S,\qquad \gamma=\frac{g\mu_B}{h}.$$
The spin operators are dimensionless, $g$ is isotropic, and $D>|E|$. All energies below are frequencies in this sense.

If the relaxed structure and its spin density share a threefold axis along $z$, then $E=0$. The traceless part of the tensor in the $xy$ plane turns by $2\varphi$ when the defect is rotated by $\varphi$. A rotation by $120^\circ$ turns it by $240^\circ$, yet must leave it unchanged, so it vanishes. The pair $(D_{xz},D_{yz})$ turns like a vector, by $120^\circ$, and vanishes for the same reason, so $z$ is a principal axis. A nonzero $E$ in such a case is a numerical artifact. Symmetric atomic positions alone do not guarantee this: in an orbitally degenerate state the computed spin density may break the symmetry by itself, and should be checked.

**Theorem.** Let $D>|E|>0$ and $\mathbf B=B\hat z$. Denote by $f_u$ and $f_l$ the frequencies from the state $|0\rangle$ to the upper and lower of the other two levels, and by $f_{ul}$ the frequency between those two. Then
$$f_u=D+R,\qquad f_l=D-R,\qquad f_{ul}=2R,\qquad R=\sqrt{E^2+\gamma^2B^2}.$$
At $B=0$ all three first derivatives vanish, and the second derivatives are
$$f_u''=\frac{\gamma^2}{|E|},\qquad f_l''=-\frac{\gamma^2}{|E|},\qquad f_{ul}''=\frac{2\gamma^2}{|E|}.$$

## Proof

**Lemma 1.** The $E$ term couples $|{+1}\rangle$ and $|{-1}\rangle$ with matrix element $E$ and gives zero on $|0\rangle$.

*Proof.* Insert $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$:
$$S_x^2=\tfrac14(S_+^2+S_-^2+S_+S_-+S_-S_+),$$
$$S_y^2=-\tfrac14(S_+^2+S_-^2-S_+S_--S_-S_+).$$
The mixed products cancel in the difference, so $S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2)$. For spin 1, $S_+|{-1}\rangle=\sqrt2\,|0\rangle$ and $S_+|0\rangle=\sqrt2\,|{+1}\rangle$. Hence $S_+^2|{-1}\rangle=2|{+1}\rangle$, and likewise $S_-^2|{+1}\rangle=2|{-1}\rangle$. The factor $\tfrac12$ leaves the coupling $E$. Two steps up or down from $|0\rangle$ leave the multiplet, so both squares give zero there. ∎

*Proof of the theorem.* In an axial field $|0\rangle$ is an eigenstate with energy $-2D/3$. In the basis $|{+1}\rangle,|{-1}\rangle$ the rest of $H$ is
$$\begin{pmatrix}D/3+\gamma B&E\\E&D/3-\gamma B\end{pmatrix}.$$
Its characteristic equation is $(D/3-\lambda)^2-\gamma^2B^2-E^2=0$, so $\lambda=D/3\pm R$. Subtracting $-2D/3$ gives $f_u$ and $f_l$; subtracting the two roots gives $f_{ul}$.

From $R^2=E^2+\gamma^2B^2$ follows $2RR'=2\gamma^2B$, or $R'=\gamma^2B/R$. A second differentiation gives
$$R''=\frac{\gamma^2}{R}-\frac{\gamma^2B}{R^2}R'=\frac{\gamma^2(R^2-\gamma^2B^2)}{R^3}=\frac{\gamma^2E^2}{(E^2+\gamma^2B^2)^{3/2}}.$$
At $B=0$, $R'=0$ and $R''=\gamma^2E^2/|E|^3=\gamma^2/|E|$. ∎

**Remark: small and large field.** Writing $R=|E|\sqrt{1+\gamma^2B^2/E^2}$ and expanding the root,
$$R=|E|+\frac{\gamma^2B^2}{2|E|}-\frac{\gamma^4B^4}{8|E|^3}+\dots,\qquad \gamma|B|\ll|E|.$$
In the opposite limit $R\simeq\gamma|B|+E^2/(2\gamma|B|)$, and the slope of $f_u$ tends to $\pm\gamma$. The crossover is at $\gamma|B|=|E|$.

**Remark: the case $E=0$.** Here $R=\gamma|B|$ has a kink, so the sorted frequency $f_u$ has slopes $-\gamma$ and $+\gamma$ on the two sides of $B=0$. In a purely axial field there is no clock point. (A static transverse field splits the pair by $\gamma^2B_x^2/D$ and removes the axial slope, but it leaves a slope against transverse noise.) The growth of $\gamma^2/|E|$ as $E\to0$ is the quadratic region narrowing into this kink. A slope taken as a central difference about $B=0$ cannot tell the cases apart, because $R$ is even in $B$ in both; a one-sided slope can, provided the field step is much smaller than $|E|/\gamma$.

## Why the slope vanishes, and fields in other directions

**Lemma 2.** If the three zero-field levels are nondegenerate, their first-order shifts vanish for every field direction.

*Proof.* Time reversal $\Theta$ is antiunitary and reverses the spin, $\Theta\mathbf S\Theta^{-1}=-\mathbf S$. The zero-field Hamiltonian is quadratic in $\mathbf S$ with real coefficients, so it commutes with $\Theta$. A nondegenerate eigenstate $\psi$ is then mapped to itself up to a phase, which drops out of expectation values. Antiunitarity gives
$$\langle\Theta\psi|\Theta\mathbf S\Theta^{-1}|\Theta\psi\rangle=\langle\psi|\mathbf S|\psi\rangle^*=\langle\psi|\mathbf S|\psi\rangle,$$
the last step because $\mathbf S$ is Hermitian. The left side is also $-\langle\psi|\mathbf S|\psi\rangle$, so the expectation value is zero. The first-order shift is $\gamma\mathbf B\cdot\langle\mathbf S\rangle=0$. ∎

The levels $-2D/3$ and $D/3\pm E$ are distinct when $D>|E|>0$, so the lemma applies. Physically, $E$ mixes the two opposite moments $m=\pm1$ with equal weight, and the field must first polarize the mixture before it can shift its energy.

**Proposition 1.** Let $E>0$ and $b_i=\gamma B_i$. To second order in the field,
$$f_u=D+E+\frac{b_z^2}{2E}+\frac{2b_x^2}{D+E}+\frac{b_y^2}{D-E},$$
$$f_l=D-E-\frac{b_z^2}{2E}+\frac{b_x^2}{D+E}+\frac{2b_y^2}{D-E}.$$

*Proof.* The zero-field states are $|0\rangle$ and $|\pm\rangle=(|{+1}\rangle\pm|{-1}\rangle)/\sqrt2$, the latter with energies $D/3\pm E$. The spin components act as
$$S_z|+\rangle=|-\rangle,\qquad S_x|0\rangle=\tfrac{\sqrt2}{2}(|{+1}\rangle+|{-1}\rangle)=|+\rangle,$$
$$S_y|0\rangle=\tfrac{\sqrt2}{2i}(|{+1}\rangle-|{-1}\rangle)=-i|-\rangle.$$
Each pair of states is thus joined by one field component, with a matrix element of modulus one, and no products such as $b_xb_z$ arise at this order. The pairs are separated by $2E$, $D+E$ and $D-E$. In second order each coupling raises the upper partner and lowers the lower one by $b_i^2$ divided by the gap:
$$\delta\varepsilon_+=\frac{b_z^2}{2E}+\frac{b_x^2}{D+E},\qquad\delta\varepsilon_-=-\frac{b_z^2}{2E}+\frac{b_y^2}{D-E},$$
$$\delta\varepsilon_0=-\frac{b_x^2}{D+E}-\frac{b_y^2}{D-E}.$$
Subtracting $\delta\varepsilon_0$ from the other two gives the result. For $E<0$, exchange the names of $x$ and $y$, which reverses the sign of $E$. ∎

The law $1/|E|$ thus belongs to the axial curvature. The transverse curvatures are set by $D\pm E$ and are much smaller when $E\ll D$. The same matrix elements give the drive: an oscillating field along $x$ excites $|0\rangle\to|+\rangle$, along $y$ it excites $|0\rangle\to|-\rangle$, and along $z$ it excites $|-\rangle\leftrightarrow|+\rangle$.

## What the curvature does to coherence

**Proposition 2.** Let the axial field be constant during each run and Gaussian from run to run, with mean $b_0$ and rms deviation $\sigma$ as frequencies, both much smaller than $E>0$. In the quadratic approximation the free-precession coherence of $|0\rangle\to|+\rangle$ is
$$C(t)=(1+q^2)^{-1/4}\exp\left[-\frac{s^2}{2(1+q^2)}\right],\qquad q=\frac{2\pi t\sigma^2}{E},\qquad s=\frac{2\pi tb_0\sigma}{E}.$$

*Proof.* Put $b_z=b_0+\sigma u$ with $u$ a standard normal variable. The phase $2\pi t\,b_z^2/(2E)$ is a constant plus $su+qu^2/2$. Completing the square in the Gaussian average gives
$$\int\frac{du}{\sqrt{2\pi}}\,e^{-(1-iq)u^2/2+isu}=(1-iq)^{-1/2}\exp\left[-\frac{s^2}{2(1-iq)}\right].$$
The result is the modulus, with $|1-iq|=\sqrt{1+q^2}$ and $\mathrm{Re}\,(1-iq)^{-1}=1/(1+q^2)$. ∎

At the clock point $b_0=0$, and $C=1/e$ requires $1+q^2=e^4$:
$$t_{\rm clock}=\frac{E\sqrt{e^4-1}}{2\pi\sigma^2}.$$
A transition with full slope $\gamma$ has phase $2\pi t\sigma u$ and coherence $\exp[-(2\pi t\sigma)^2/2]$, hence $t_{\rm lin}=\sqrt2/(2\pi\sigma)$. For static axial noise with $\sigma\ll E$, the gain $t_{\rm clock}/t_{\rm lin}$ is proportional to $E/\sigma$.

## Worked example

Take $D=1300$ MHz and $E=20$ MHz, rough values in the regime of a basal divacancy in 4H-SiC, with the free-electron $g$, so that $\gamma=28.025$ MHz/mT. The zero-field frequencies are $D\pm E=1320$ and $1280$ MHz, and $2E=40$ MHz. The axial curvature of $f_u$ is
$$\frac{\gamma^2}{E}=\frac{(28.025)^2}{20}=39.27\ \text{MHz/mT}^2.$$
Diagonalization of the $3\times3$ matrix gives the same value. It gives 78.54 MHz/mT² for $E=10$ MHz (78.53 with the finite field step used in the output) and 19.63 MHz/mT² for $E=\pm40$ MHz, which confirms the dependence on $1/|E|$. In a supercell calculation, an $E$ of 10 instead of 20 MHz would double the predicted curvature, whereas an error of 10 MHz in $D$ would leave the axial curvature unchanged.

The one-sided slope of $f_u$ over a step of $10^{-4}$ mT is 0.00196 MHz/mT. This is the curvature times half the step, $39.27\times10^{-4}/2$, and it vanishes with the step. With $E=0$ the same slope is 28.025 MHz/mT, the full $\gamma$.

At 0.10 mT the exact shift of $f_u$ is 0.1954 MHz and the quadratic law gives 0.1963 MHz; the difference is the quartic term. At 1.00 mT the values are 14.4 and 19.6 MHz, so the quadratic law is 36 % too high relative to the exact shift. That field lies beyond the crossover at $E/\gamma=0.714$ mT.

Now let the axial field fluctuate by 0.01 mT rms, a rough input, so that $\sigma=0.2802$ MHz. The mean shift is $\sigma^2/(2E)=1.96$ kHz. With $\sqrt{e^4-1}=7.32$,
$$t_{\rm clock}=\frac{20\times7.32}{2\pi(0.2802)^2}\ \mu\text{s}\simeq297\ \mu\text{s},\qquad t_{\rm lin}=\frac{\sqrt2}{2\pi\times0.2802}\ \mu\text{s}=0.803\ \mu\text{s}.$$
Averaging over the exact frequencies gives 297 µs at zero field and 0.805 µs at a bias of 10 mT, a ratio of 369 with $D$, $E$ and the noise held fixed. The second time slightly exceeds 0.803 µs because the slope at 10 mT is $\gamma^2B/R$, just below $\gamma$.

## Where the protection ends

**Transverse noise.** The transverse curvatures of $f_u$ are $4\gamma^2/(D+E)=2.38$ MHz/mT² along $x$ and $2\gamma^2/(D-E)=1.23$ MHz/mT² along $y$. Equal independent noise on all three axes lowers the coherence at 297 µs from 0.368 to 0.347. For this defect the axial noise dominates.

**A residual field.** An unshielded axial field of 0.05 mT, about the size of the Earth's field, restores a slope $\gamma^2B/R=1.96$ MHz/mT. The 1/e time falls to 11.8 µs. Proposition 2 agrees: $b_0=1.40$ MHz and $t=11.8$ µs give $q=0.291$, $s=1.46$ and $C=0.37$. The long time therefore requires the axial mean field to be nulled, besides the noise being small. A transverse residual field of this size does much less harm, but it also shortens the time when the noise has transverse components: with equal noise on all three axes the 1/e time falls from 269 µs to 123 µs for a field along $x$ and to 177 µs along $y$.

**A nearby nucleus.** Let a spin-1/2 nucleus couple through $A\,\mathbf S\cdot\mathbf I$. Its axial part $AS_zI_z$ acts as an offset $\pm A/2$ added to $\gamma B$, so for each nuclear state
$$R=\sqrt{E^2+(\gamma B\pm A/2)^2},\qquad R'(0)\simeq\pm\frac{\gamma A}{2E}\quad(A\ll E).$$
The clock point of each branch moves to $B=\mp A/(2\gamma)$, and at $B=0$ a linear slope remains. This does not contradict Lemma 2: with the nucleus included the total spin is half-integer, the zero-field levels are doubly degenerate, and the lemma no longer applies. For $A=1$ MHz the slope is $28.025/40=0.70$ MHz/mT. Diagonalization of the $6\times6$ matrix with the full isotropic coupling, but without the nuclear Zeeman term, also gives 0.700 MHz/mT. With the axial offset alone the 1/e time is 41.7 µs, the same for both nuclear states because the noise is symmetric.

**Changes of the tensor itself.** Since $f_u=D+E$ at zero field for $E>0$, it follows $D$ and $E$ one for one. The clock condition gives no protection against strain or electric fields that alter them. If $D$ drifts by 0.1 MHz/K, a rate assumed here as a rough size for room temperature, then 19.6 mK of drift equals the mean magnetic shift of 1.96 kHz. What dephases is the scatter, not the mean: a Gaussian run-to-run scatter of 19.6 mK rms alone gives a 1/e time of $\sqrt2/(2\pi\times1.96\ \text{kHz})=115$ µs, well below 297 µs. At 5 K the drift should be much weaker. The transition $f_{ul}=2|E|$ is free of $D$ at zero field, but it has twice the axial magnetic curvature and twice the response to $E$.

**The real defect.** A basal divacancy in 4H-SiC lacks the threefold axis of the axial configurations, so symmetry allows an $E$, and the parameters above have the right rough size. The long time rests on the assumption of a single static field distribution centred on zero. For the example's numbers, one nucleus with $A=1$ MHz shortens the time about sevenfold, and an axial residual field of 0.05 mT about 25-fold. Relaxation, fast noise and electric noise are left out, so 297 µs is a result of this noise model and no prediction of a measured coherence time. At 5 K, $hD/(k_BT)=0.0125$: thermal populations of the levels differ by about one percent of their value (0.336 against 0.332), and the spin must be polarized by other means, such as optical pumping.

The numerical output below lists the values for this example.

## Numbers as computed

```
D (rough input) = 1300 MHz
E (rough input) = 20 MHz
free-electron g = 2.00232
gamma = 28.025 MHz/mT
zero field, 0->lower = 1280.000 MHz
zero field, 0->upper = 1320.000 MHz
zero field, lower->upper = 40.000 MHz
largest <S> component at B=0 = 2.2e-17
one-sided step for slopes = 1e-04 mT
0->upper one-sided z slope = 0.00196 MHz/mT
same slope with E=0 = 28.025 MHz/mT
0->upper z curvature, E=5 MHz: 157.064 MHz/mT^2
0->upper z curvature, E=10 MHz: 78.532 MHz/mT^2
0->upper z curvature, E=20 MHz: 39.266 MHz/mT^2
0->upper z curvature, E=40 MHz: 19.633 MHz/mT^2
0->upper z curvature, E=-40 MHz: 19.633 MHz/mT^2
0->upper x curvature, example = 2.3800 MHz/mT^2
0->upper y curvature, example = 1.2272 MHz/mT^2
field where gamma B = E: 0.7136 mT
0->upper shift at 0.01 mT: exact 0.00196 MHz, quadratic 0.00196 MHz
0->upper shift at 0.10 mT: exact 0.19539 MHz, quadratic 0.19635 MHz
0->upper shift at 1.00 mT: exact 14.42961 MHz, quadratic 19.63495 MHz
rms field noise per axis (rough input) = 0.01 mT
noise as frequency, sigma = 0.2802 MHz
mean quadratic shift from z noise = 1.963 kHz
1/e time at clock point, numeric = 296.7 us
1/e time at clock point, formula = 296.7 us
1/e time at 10 mT bias, numeric = 0.805 us
1/e time, full slope, formula = 0.803 us
ratio of numeric 1/e times = 369
coherence at clock 1/e time, z noise = 0.368
same with x, y, z noise, numeric = 0.347
same with x, y, z noise, product law = 0.347
nuclear coupling A (chosen) = 1.0 MHz
branch slope at B=0 from A = 0.700 MHz/mT
1/e time with this nucleus = 41.7 us
residual axial field (rough input) = 0.05 mT
slope at residual field = 1.959 MHz/mT
1/e time at residual field = 11.8 us
0->upper response to D = 1.0000 MHz/MHz
0->upper response to E = 1.0000 MHz/MHz
drift of D with T (rough upper input) = 0.1 MHz/K
T drift equal to mean noise shift = 19.6 mK
temperature of use = 5 K
hD/kT at that temperature = 0.0125
```
